# What refocusing can and cannot remove from Coulomb blur

**The argument under review.** An electron beam for lithography is blurred by the mutual repulsion of its electrons. The argument runs: the repulsion pushes every electron outwards in proportion to its distance from the axis; this is the action of a diverging lens; a stronger or weaker lens setting compensates a lens; therefore refocusing removes the Coulomb blur.

The second and third steps are sound. The first replaces the beam by a continuous charge of uniform density. What has to be settled is how much of the force on a real electron this replacement leaves out, and whether a focus setting can act on the rest.

## A model in which both parts can be followed

Let a beam of current \(I\), speed \(v\) and momentum \(p=\gamma mv\) travel parallel to the axis through a drift of length \(L\), filling a cylinder of radius \(R\) uniformly. A thin lens of focal length \(f\) at the end of the drift brings it to a point. Interactions behind the lens are added later. The electrons are placed independently (Poisson statistics), so correlations inherited from the source are neglected.

I work in the frame moving with the beam, where the electrons are nearly at rest and only the Coulomb force acts. Lengths along the axis are stretched by \(\gamma\), so the density is \(n'=I/(\pi R^2ev\gamma)\), and the drift lasts \(T'=L/(\gamma v)\). Transverse momentum is the same in both frames. If neighbours hardly move relative to each other during \(T'\), a transverse force \(\mathbf F\) gives the laboratory angle

\[
\boldsymbol\theta=\frac{T'}{p}\,\mathbf F .
\]

An electron reaching the lens at transverse position \(\mathbf r\) with angle \(\boldsymbol\theta\) leaves it with angle \(\boldsymbol\theta-\mathbf r/f\). In a plane at distance \(f+\delta\) it arrives at

\[
\mathbf X=\mathbf r+(f+\delta)\left(\boldsymbol\theta-\frac{\mathbf r}{f}\right)
=-\frac{\delta}{f}\,\mathbf r+(f+\delta)\,\boldsymbol\theta .
\]

Refocusing means choosing \(\delta\), one number for all electrons. Its first term depends on \(\mathbf r\) alone.

## The part the argument gets right

Put \(C=e^2/4\pi\varepsilon_0\). Gauss's law for a long uniform cylinder gives \(2\pi rE=\pi r^2n'e/\varepsilon_0\) for the magnitude of the field, so the mean force is outward with magnitude

\[
F_{\rm s}=\frac{n'e^2r}{2\varepsilon_0}=2\pi Cn'r .
\]

The smooth angle is therefore \(\kappa\mathbf r\), with \(\kappa=2\pi Cn'T'/p\). Write the full angle as \(\boldsymbol\theta=\kappa\mathbf r+\boldsymbol\eta\), where \(\boldsymbol\eta\) is the departure from the mean caused by the actual positions of the neighbours. Then

\[
\mathbf X=\left[(f+\delta)\kappa-\frac{\delta}{f}\right]\mathbf r+(f+\delta)\boldsymbol\eta .
\]

The bracket vanishes when \(\delta(1/f-\kappa)=f\kappa\), that is

\[
\delta_{\rm s}=\frac{f^2\kappa}{1-f\kappa}.
\]

The shift is positive: repulsion moves the focus away from the lens. If \(\boldsymbol\eta\) were zero, the image would now be sharp.

## The part it omits

Consider the electrons that travel on the axis. For them \(\mathbf r=0\), the smooth force vanishes, and \(\mathbf X=(f+\delta)\boldsymbol\eta\). Changing the focus merely rescales their displacements by \(1+\delta/f\). Yet two electrons on this same ray have different neighbours and land at different points. The size of this scatter follows from the statistics of \(\mathbf F\).

For Poisson neighbours, each volume element contributes independently to the characteristic function. In an unbounded medium,

\[
\left\langle e^{i\mathbf q\cdot\mathbf F}\right\rangle
=\exp\left[-n'\int\left(1-\cos\frac{C\,\mathbf q\cdot\hat{\mathbf r}}{r^2}\right)d^3r\right],
\]

where \(\mathbf r\) now runs over neighbour positions and the sine part has cancelled between opposite positions. Averaging over directions turns the cosine into \(\sin y/y\) with \(y=qC/r^2\). Since \(r^2\,dr\) becomes \(\tfrac12(qC)^{3/2}y^{-5/2}dy\), the integral is

\[
2\pi(qC)^{3/2}\int_0^\infty\frac{y-\sin y}{y^{7/2}}\,dy .
\]

Three integrations by parts, whose boundary terms all vanish, give

\[
\int_0^\infty\frac{y-\sin y}{y^{7/2}}dy
=\frac25\cdot\frac23\cdot2\int_0^\infty\frac{\cos y}{\sqrt y}\,dy
=\frac{8}{15}\sqrt{\frac{\pi}{2}} ,
\]

the last integral being Fresnel's, \(\sqrt{\pi/2}\). Hence

\[
\left\langle e^{i\mathbf q\cdot\mathbf F}\right\rangle=e^{-aq^{3/2}},\qquad
a=A\,C^{3/2}n',\qquad A=\frac{4}{15}(2\pi)^{3/2}=4.200 .
\]

Taking \(\mathbf q\) transverse gives the law of the transverse force. Its planar density is \((2\pi)^{-1}\int_0^\infty qJ_0(qF)e^{-aq^{3/2}}dq\). Integrated over a disc of radius \(\rho\), it gives the enclosed fraction

\[
P(F<\rho)=\rho\int_0^\infty J_1(q\rho)\,e^{-aq^{3/2}}\,dq .
\]

Setting this to one half and solving numerically gives \(\rho=1.660\,a^{2/3}\). The diameter that holds half the electrons, called \(d_{50}\), is therefore, for \(\delta\ll f\),

\[
d_{50}=2(1.660)\,\frac{fT'}{p}\,A^{2/3}C\,n'^{2/3}.
\]

At fixed geometry and energy this grows as \(I^{2/3}\), whereas the smooth angle grows as \(I\).

The median is used for a reason. A large transverse force \(F\) comes from one close neighbour. At polar angle \(\vartheta\) from the axis it must lie within \(r<(C\sin\vartheta/F)^{1/2}\), so the expected number of such neighbours is

\[
P(>F)\simeq\frac{2\pi n'}{3}\left(\frac CF\right)^{3/2}\int_0^\pi\sin^{5/2}\vartheta\,d\vartheta .
\]

The density per unit \(F\) falls as \(F^{-5/2}\), and \(\int F^2F^{-5/2}dF\) diverges. The rms blur is infinite in this model of fixed neighbours. In reality close pairs fly apart. For a pair starting at rest at distance \(r\), energy conservation lets the kick grow only as \(r^{-1/2}\) instead of \(r^{-2}\), and its mean square is then finite.

## Could a clever focus setting still help?

One might hope that some \(\delta\neq\delta_{\rm s}\) trades leftover defocus against scatter. Where the scatter is isotropic, as deep inside a dense beam, it cannot, apart from the small rescaling by \(1+\delta/f\).

First, the density of the scatter falls with radius. To see this, integrate by parts:

\[
\int_0^\infty\frac{1-e^{-us}}{s^{7/4}}ds
=\frac43u\int_0^\infty s^{-3/4}e^{-us}ds=\frac43\Gamma\!\left(\tfrac14\right)u^{3/4}.
\]

Let \(S\) be the sum of Poisson points on the positive axis with rate \(b\,s^{-7/4}\). Then \(\langle e^{-uS}\rangle=\exp[-\tfrac43b\,\Gamma(\tfrac14)u^{3/4}]\). Choose \(b\) so that the exponent is \(-au^{3/4}\), and set \(u=q^2\). The result, \(e^{-aq^{3/2}}=\langle e^{-Sq^2}\rangle\), is an average of characteristic functions of centred planar Gaussians. Each Gaussian density falls with radius, so their average does too.

Second, a leftover defocus moves the scatter of a given ray off centre. The fraction landing in a fixed disc is then the density integrated over a displaced disc. Compared with the centred disc, it loses a region where the density is higher and gains a region of equal area where it is lower. The enclosed fraction falls for every disc radius.

## Numbers

Take 50 keV, \(I=1\ \mu\)A, \(R=100\ \mu\)m, \(L=100\) mm and \(f=20\) mm. Then \(\gamma=1.098\), \(v=1.237\times10^8\) m/s, and the mean axial spacing \(ev/I\) is 19.8 µm. The moving frame holds \(100/(1.098\times19.8)=4.60\) electrons per beam radius of length, so \(\nu=n'R^3=4.60/\pi=1.46\). With \(T'=0.736\) ns and \(p=1.237\times10^{-22}\) kg m/s, a force \(C/R^2\) displaces the image point by

\[
D=\frac{fT'C}{pR^2}=2.746\ \text{nm}.
\]

The smooth displacement at the rim is \(2\pi\nu D=2(4.595)(2.746)=25.2\) nm. Half the electrons lie within \(R/\sqrt2\), so the smooth force alone gives \(d_{50}=\sqrt2\times25.2=35.7\) nm. The rim angle is 1.262 µrad, hence \(\kappa=0.01262\) m\(^{-1}\) and \(\delta_{\rm s}\simeq f^2\kappa=5.05\ \mu\)m. The rescaling factor \(1+\delta_{\rm s}/f\) differs from one by only \(2.5\times10^{-4}\).

The unbounded scatter law gives \(d_{50}=2(1.660)(4.200\times1.463)^{2/3}(2.746)=30.6\) nm. The actual beam is finite, so I also summed the Coulomb forces of randomly placed neighbours directly, for 40,000 electrons spread over the beam, each with its own neighbours up to \(15R\) ahead and behind. The best focus was located from a parabola fitted to \(d_{50}^2\) against \(\delta\).

| Setting | \(d_{50}\) (nm) |
|---|---|
| before refocusing | 38.7 |
| at \(\delta_{\rm s}\) | 20.5 |
| at best focus | 19.6 |

Repeated random draws move these entries by about 0.3 nm. Refocusing is worthwhile, but about half of the original diameter survives it.

## Why the finite beam differs from the simple law

For an axial electron the unbounded law counts neighbours outside the beam that do not exist. Removing them adds to the exponent \(-aq^{3/2}\) the positive term

\[
G(q)=n'\int_{s>R}\left(1-\cos\mathbf q\cdot\mathbf F\right)d^3r
\simeq\frac{q^2n'C^2}{4}\int_R^\infty2\pi s^3ds\int_{-\infty}^{\infty}\frac{dz}{(s^2+z^2)^3},
\]

where \(s\) is the distance from the axis and the last form holds for small \(q\). The \(z\) integral is \(3\pi/8s^5\), so \(G\simeq3\pi^2q^2n'C^2/16R\). At the typical value \(q=a^{-2/3}\), where \(aq^{3/2}=1\), this equals \((3\pi^2/16)A^{-4/3}\nu^{-1/3}\simeq0.27\,\nu^{-1/3}\), or 0.24 here. Numerical integration with the full \(G\) lowers the axial \(d_{50}\) from 30.6 to 24.9 nm, and direct sums for 20,000 axial electrons also give 24.9 nm. Moving this axial scatter sideways by half its median radius lowers the fraction inside the median disc from 0.500 to 0.441, in line with the displaced-disc argument.

The correction weakens as the density rises, so the axial blur must grow somewhat faster than \(I^{2/3}\). For the whole beam, quadrupling the current at fixed energy and geometry raises the best \(d_{50}\) to 57.9 nm, a factor of 2.96. This corresponds to an exponent of 0.78 over that interval (0.78 to 0.80 between draws), above the 2/3 of the unbounded scatter. It is not a fixed power: in a thin beam the growth is much steeper, as the dilute limit below shows.

The best focus lies below \(\delta_{\rm s}\): the fitted parabola puts it at \(0.88\,\delta_{\rm s}\), though the minimum is flat and the second digit is uncertain. Near the rim the close neighbours are mostly on the inner side, so the scatter is not isotropic and the displaced-disc argument does not apply. Rare strong kicks there point mostly outwards and raise the mean above the typical value. For electrons beyond \(0.9R\) the mean outward displacement is 24.0 nm and the median 20.3 nm. A focus chosen for the smallest \(d_{50}\) plausibly follows the typical kick, which would explain the smaller shift. At four times the current the ratio is 0.95.

The dilute limit shows where the mean-field picture itself fails. Let \(\lambda'=\pi R^2n'\) be the line density in the moving frame and suppose \(\lambda'R\ll1\). Typical neighbours then lie far ahead or behind, at \(|z|\gg R\), and exert a transverse force of magnitude \(Cs/|z|^3\), where \(s\) is now the transverse separation. For an axial electron the exponent of the characteristic function becomes

\[
-2\lambda'\int_0^\infty\left\langle1-J_0\!\left(\frac{qCs}{z^3}\right)\right\rangle dz
\propto-\lambda'(qC)^{1/3}\langle s^{1/3}\rangle ,
\]

as the substitution \(z=(qCs)^{1/3}w\) shows. Off the axis the directions of the neighbours are not isotropic and \(J_0\) is replaced by another average, but the same substitution gives the same scaling. The typical force scales as \(C\lambda'^3R\), while the mean force at the rim is \(2C\lambda'/R\). Their ratio scales as \((\lambda'R)^2\), with a large coefficient: at \(\lambda'R=0.1\) direct sums give an unfocused \(d_{50}\) about one seventh of the smooth-force value. Most electrons then receive much less than the mean kick, and the mean is carried by a few close encounters. Shifting the focus by \(\delta_{\rm s}\) would blur the majority in order to correct an average that few of them experience. In direct sums this setting gives a larger \(d_{50}\) than no shift at all once \(\lambda'R\) falls below about 0.4.

## A smooth force need not be linear

The argument also assumes a uniform profile. For a Gaussian one with standard deviation \(\sigma\) per transverse axis, let \(s\) be the electron's distance from the axis and \(u=s^2/2\sigma^2\), which is distributed as \(e^{-u}\). Gauss's law gives \(F=2C\lambda'(1-e^{-u})/s\). The best linear compensation in the least-squares sense leaves the fraction \(1-\langle Fs\rangle^2/(\langle F^2\rangle\langle s^2\rangle)\) of the mean-square smooth displacement. Here \(\langle s^2\rangle=2\sigma^2\), \(\langle Fs\rangle=2C\lambda'(1-\tfrac12)=C\lambda'\), and

\[
\langle F^2\rangle=\frac{(2C\lambda')^2}{2\sigma^2}\int_0^\infty\frac{e^{-u}-2e^{-2u}+e^{-3u}}{u}\,du
=\frac{(2C\lambda')^2}{2\sigma^2}\ln\frac43 ,
\]

because \(\int_0^\infty(e^{-\alpha u}-e^{-\beta u})du/u=\ln(\beta/\alpha)\) gives \(\ln2-\ln\tfrac32\). The remaining fraction is

\[
1-\frac{1}{4\ln(4/3)}=0.131 .
\]

With the current and rms radius of the uniform beam (\(\sigma=R/2\)), the smooth rms displacement falls from 19.1 to 6.9 nm. This remainder is an aberration, fixed by the ray's position, and is distinct from the random scatter.

## Bearing on a real column

The parameters are round values in the rough regime of a variable-shaped-beam mask writer; the single parallel section is a simplification. The source demand is on the high side: 1 µA in a 200 nm square shot at 5 mrad means 2500 A/cm\(^2\) and a reduced brightness of \(6\times10^6\) A/(m\(^2\) sr V), about six times the thermionic limit for a cathode at 1900 K loaded with 50 A/cm\(^2\). The most important omission that I can size is the converging beam behind the lens. There the transverse separations shrink in proportion to the distance from the focus, and a kick acts over that remaining distance. Including this in the direct sums, with the same neighbours, raises the best \(d_{50}\) from 19.6 to 23.8 nm. Other column sections and crossovers would add contributions not estimated here.

Fixed neighbours are a good approximation for the median. Pairs closer than about \((CT'^2/m)^{1/3}=5.2\ \mu\)m separate appreciably during the flight, but only about 0.08% of electrons have such a neighbour. Following the mutual motion in twelve random beam slices, each \(30R\) long, changes \(d_{50}\) at \(\delta_{\rm s}\) by 0.07% in one draw and by up to 0.2% in others; small entry angles and a small velocity spread raise this to about 0.5%. A shot of 100 nm half-width needs entry angles up to 5 µrad, hence sideways drifts of 0.5 µm, small against \(n'^{-1/3}=88\ \mu\)m.

The remaining effects are smaller for the convergence half-angle \(R/f=5\) mrad. With assumed chromatic and spherical coefficients of 20 mm and a source energy spread of 1 eV, rough estimates are 2.0 nm of chromatic blur, 1.3 nm of spherical blur and 0.6 nm of diffraction. The energy spread produced by the collisions in the drift, about 0.07 eV for the width that holds half the electrons, adds a chromatic blur of only 0.1 nm.

**Requested revision.** The conclusion should be restricted to the linear smooth defocus. Since \(\delta_{\rm s}\) is nearly proportional to current when \(f\kappa\ll1\), a focus set at one current is also wrong at another. To reduce the random part, the beam itself must change. In the dense limit, at fixed energy, the drift formula gives \(d_{50}\propto fL\,I^{2/3}R^{-4/3}\). A shorter drift or less current therefore helps. A wider beam helps only while \(\lambda'R\) exceeds a few tenths: at fixed current the best \(d_{50}\) from direct sums peaks between \(\lambda'R=0.1\) and 0.4, and on the thin side of the peak it grows with \(R\), as the dilute law \(C\lambda'^3R\) implies. The example, with \(\lambda'R=4.6\), lies well on the favourable side, but widening the beam at fixed \(f\) increases the convergence angle and with it the chromatic and spherical blur.

All numerical values are calculated from the stated model.
